# The Flash Method: Diffusivity from the Rear-Surface Half-Rise Time: verification in Python

```python
"""
Flash method: an instantaneous pulse on the front face of an adiabatic slab
gives diffusivity = K * thickness^2 / half_rise_time, with K = 0.1388.

Symbols
  tau  : diffusivity * time / thickness^2 (dimensionless time)
  V    : rear temperature rise / final adiabatic temperature rise
  omega: pi^2 * tau;  q = exp(-omega)
  K    : value of tau at which V = 1/2
  Biot : surface loss coefficient * thickness / conductivity, same on both faces
The analytic results are tested against a finite-volume slab whose
conduction matrix is diagonalized numerically, and against quadrature.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

CELLS = 400


def rear_cosine(tau):
    n = np.arange(1, 61)
    return 1 + 2 * np.sum((-1.0) ** n * np.exp(-(n * np.pi) ** 2 * tau))


def rear_images(tau):
    odd = 2 * np.arange(0, 40) + 1
    return 2 / np.sqrt(np.pi * tau) * np.sum(np.exp(-odd**2 / (4 * tau)))


def finite_volume_rear(thickness, diffusivity, biot=0.0, depth=0.0):
    """Rear-cell temperature as a function of time, from cell heat balances.
    depth = 0 puts all the energy in the first cell; otherwise the
    absorbed energy density decays as exp(-x/depth)."""
    dx = thickness / CELLS
    exchange = diffusivity / dx**2
    diagonal = np.full(CELLS, 2 * exchange)
    loss = diffusivity * biot / (thickness * dx)
    loss /= 1 + biot * dx / (2 * thickness)
    diagonal[0] = diagonal[-1] = exchange + loss
    rates, vectors = eigh_tridiagonal(diagonal, np.full(CELLS - 1, -exchange))
    initial = np.zeros(CELLS)
    if depth == 0:
        initial[0] = CELLS
    else:
        edges = np.linspace(0, thickness, CELLS + 1)
        absorbed = -np.diff(np.exp(-edges / depth))
        initial = CELLS * absorbed / absorbed.sum()
    weights = vectors[-1] * (vectors.T @ initial)
    return lambda time: float(weights @ np.exp(-rates * time))


def half_of_peak(curve):
    """Dimensionless time of half the maximum, and the maximum, with losses."""
    peak = minimize_scalar(lambda s: -curve(s), bounds=(0.2, 3.0),
                           method="bounded", options={"xatol": 1e-9})
    height = -peak.fun
    return brentq(lambda s: curve(s) - height / 2, 0.05, 0.2), height, peak.x


# Half-rise constant from the cosine series
K = brentq(lambda s: rear_cosine(s) - 0.5, 0.05, 0.3, xtol=1e-14)
omega_half = np.pi**2 * K
q_half = np.exp(-omega_half)
K_one_term = np.log(4) / np.pi**2
q_two = brentq(lambda q: q - q**4 - 0.25, 0.2, 0.3)
K_two_terms = -np.log(q_two) / np.pi**2

# The two analytic forms agree with each other and with the numerical slab
slab = finite_volume_rear(1.0, 1.0)
times = np.linspace(0.02, 1.5, 149)
trace = np.array([slab(s) for s in times])
series = np.array([rear_cosine(s) for s in times])
images = np.array([rear_images(s) for s in times])
form_difference = np.max(np.abs(series - images))
trace_difference = np.max(np.abs(series - trace))
assert form_difference < 1e-11
assert trace_difference < 1e-4      # second-order error of the cell grid
assert np.all(np.diff(trace) > 0)

# Half-rise constant from the numerical slab
K_numerical = brentq(lambda s: slab(s) - 0.5, 0.05, 0.3)
assert abs(K_numerical / K - 1) < 3e-5
assert round(K_numerical, 4) == 0.1388

# Worked example in SI units
thickness = 2e-3
half_time = 50e-3
heat_capacity = 2.5e6
fluence = 1e4
diffusivity = K * thickness**2 / half_time
conductivity = diffusivity * heat_capacity
final_rise = fluence / (heat_capacity * thickness)
si_slab = finite_volume_rear(thickness, diffusivity)
half_time_numerical = brentq(lambda t: si_slab(t) - 0.5, 0.02, 0.1)
assert abs(half_time_numerical / half_time - 1) < 3e-5

# Square pulse of finite length, time counted from its start
pulse = 2e-3
pulse_tau = pulse * diffusivity / thickness**2


def rear_pulse(tau):
    return quad(rear_cosine, tau - pulse_tau, tau, epsabs=1e-12)[0] / pulse_tau


K_pulse = brentq(lambda s: rear_pulse(s) - 0.5, 0.05, 0.3)
assert K_pulse > K
assert abs(K_pulse - K - pulse_tau / 2) < 2e-4 * K  # second order in length

# Exponential absorption profile of finite depth
depth = 40e-6
depth_ratio = depth / thickness
deep_slab = finite_volume_rear(1.0, 1.0, depth=depth_ratio)
K_depth = brentq(lambda s: deep_slab(s) - 0.5, 0.05, 0.3)
assert K_depth < K
assert abs((K - K_depth) - depth_ratio**2) < 5e-6   # cell-grid error

# Equal linear heat loss from both faces
biot = 0.01
roots = np.array([brentq(lambda b: b - n * np.pi - 2 * np.arctan(biot / b),
                         max(n * np.pi, 1e-9), (n + 1) * np.pi, xtol=1e-14)
                  for n in range(40)])
amplitudes = ((-1.0) ** np.arange(40) * 2 * roots**2
              / (roots**2 + biot**2 + 2 * biot))


def rear_lossy(tau):
    return float(amplitudes @ np.exp(-roots**2 * tau))


K_loss, peak_height, peak_tau = half_of_peak(rear_lossy)
lossy_slab = finite_volume_rear(1.0, 1.0, biot=biot)
K_loss_numerical, peak_numerical, _ = half_of_peak(lossy_slab)
assert abs(K_loss_numerical / K_loss - 1) < 5e-5
assert abs(peak_numerical / peak_height - 1) < 5e-5
assert K_loss_numerical < K and peak_numerical < 1


def bias(apparent_half):
    return 100 * (K / apparent_half - 1)


scale_ms = 1e3 * thickness**2 / diffusivity
print(f"omega at half rise: {omega_half:.5f}")
print(f"q at half rise: {q_half:.6f}")
print(f"q^4 at half rise: {q_half**4:.6f}")
print(f"q^9 at half rise: {q_half**9:.2e}")
print(f"K, one exponential: {K_one_term:.6f}")
print(f"K, two exponentials: {K_two_terms:.6f}")
print(f"K, full series: {K:.6f}")
print(f"K, finite-volume slab: {K_numerical:.6f}")
print(f"series valid for monotonic proof above tau: "
      f"{np.log(4) / (3 * np.pi**2):.4f}")
print(f"largest image-cosine difference in V: {form_difference:.1e}")
print(f"largest slab-series difference in V: {trace_difference:.1e}")
print(f"thickness: {thickness * 1e3:.2f} mm")
print(f"half-rise time: {half_time * 1e3:.2f} ms")
print(f"volumetric heat capacity: {heat_capacity:.2e} J/(m^3 K)")
print(f"absorbed energy per area: {fluence:.2e} J/m^2")
print(f"diffusivity: {diffusivity:.4e} m^2/s")
print(f"diffusivity, converted: {diffusivity * 1e6:.3f} mm^2/s")
print(f"conductivity: {conductivity:.2f} W/(m K)")
print(f"final temperature rise: {final_rise:.3f} K")
print(f"half-rise time, SI slab: {half_time_numerical * 1e3:.4f} ms")
for multiple in (0.5, 1.0, 1.5, 2.0, 3.0, 4.0):
    print(f"V at {multiple:.1f} half-rise times: "
          f"{rear_cosine(multiple * K):.4f}")
print(f"pulse length: {pulse * 1e3:.2f} ms")
print(f"half-rise time from pulse start: {K_pulse * scale_ms:.3f} ms")
print(f"diffusivity bias, pulse: {bias(K_pulse):.2f} %")
print(f"absorption depth: {depth * 1e6:.1f} um")
print(f"time advance, depth formula: {depth_ratio**2 * scale_ms:.3f} ms")
print(f"time advance, depth slab: {(K - K_depth) * scale_ms:.3f} ms")
print(f"diffusivity bias, depth: {bias(K_depth):.2f} %")
print(f"Biot number, each face: {biot:.3f}")
print(f"loss coefficient: {biot * conductivity / thickness:.1f} W/(m^2 K)")
print(f"peak V with loss: {peak_height:.4f}")
print(f"time of peak with loss: {peak_tau * scale_ms:.1f} ms")
print(f"half-of-peak time with loss: {K_loss * scale_ms:.3f} ms")
print(f"half-of-peak time, lossy slab: {K_loss_numerical * scale_ms:.3f} ms")
print(f"diffusivity bias, loss: {bias(K_loss):.2f} %")
thick_bias = 100 * (K * (1.01 * thickness)**2 / half_time / diffusivity - 1)
print(f"diffusivity bias, thickness read 1 % high: {thick_bias:.2f} %")
print("verified")
```

Running it gives:

```
omega at half rise: 1.36976
q at half rise: 0.254169
q^4 at half rise: 0.004173
q^9 at half rise: 4.43e-06
K, one exponential: 0.140461
K, two exponentials: 0.138783
K, full series: 0.138785
K, finite-volume slab: 0.138784
series valid for monotonic proof above tau: 0.0468
largest image-cosine difference in V: 3.3e-16
largest slab-series difference in V: 1.1e-05
thickness: 2.00 mm
half-rise time: 50.00 ms
volumetric heat capacity: 2.50e+06 J/(m^3 K)
absorbed energy per area: 1.00e+04 J/m^2
diffusivity: 1.1103e-05 m^2/s
diffusivity, converted: 11.103 mm^2/s
conductivity: 27.76 W/(m K)
final temperature rise: 2.000 K
half-rise time, SI slab: 49.9996 ms
V at 0.5 half-rise times: 0.1167
V at 1.0 half-rise times: 0.5000
V at 1.5 half-rise times: 0.7443
V at 2.0 half-rise times: 0.8708
V at 3.0 half-rise times: 0.9672
V at 4.0 half-rise times: 0.9917
pulse length: 2.00 ms
half-rise time from pulse start: 51.004 ms
diffusivity bias, pulse: -1.97 %
absorption depth: 40.0 um
time advance, depth formula: 0.144 ms
time advance, depth slab: 0.144 ms
diffusivity bias, depth: 0.29 %
Biot number, each face: 0.010
loss coefficient: 138.8 W/(m^2 K)
peak V with loss: 0.9809
time of peak with loss: 251.4 ms
half-of-peak time with loss: 49.442 ms
half-of-peak time, lossy slab: 49.442 ms
diffusivity bias, loss: 1.13 %
diffusivity bias, thickness read 1 % high: 2.01 %
verified
```
